\section*{Three Coefficients of the Linear Stress Response of Dopant Diffusion in Silicon}

\section{Result and conditions}

Let $D_{ij}(\sigma)$ be the bulk diffusivity tensor of a dopant in silicon under a small uniform stress $\sigma_{kl}=\sigma_{lk}$, with tension positive and $x,y,z$ along the cube axes. To first order in stress,
\begin{equation}
\begin{aligned}
\delta D_{xx}&=\Lambda_{11}\sigma_{xx}+\Lambda_{12}(\sigma_{yy}+\sigma_{zz}),\\
\delta D_{xy}&=\Lambda_{44}\sigma_{xy},
\end{aligned}
\label{result}
\end{equation}
and the other components follow by permuting the axes. The three coefficients are independent: symmetry permits no fourth and imposes no relation among these three.

The conditions are as follows. $D$ has a linear expansion about $\sigma=0$. Apart from the stress, its surroundings are described by scalars such as temperature, doping and point-defect concentrations. There is no magnetic field, and defects are not frozen into preferred orientations. The word ``cubic'' alone is not sufficient: silicon belongs to the class $m\bar3m$, whereas the cubic classes $23$ and $m\bar3$ allow more coefficients, as shown below.

Both derivations start from the same invariance. An operation $R$ of the point group turns a stressed crystal into an equivalent crystal under the turned stress, so
\begin{equation}
D(R\sigma R^{T})=R\,D(\sigma)\,R^{T}.
\label{covariance}
\end{equation}
In the diamond structure some operations must be combined with a fractional translation that exchanges the two sublattices. A uniform translation does not alter a diffusivity defined over many lattice spacings. All 48 operations of $m\bar3m$ therefore apply, although a single atomic site has only 24.

At $\sigma=0$, a half-turn about $z$ reverses the signs of $D_{xz}$ and $D_{yz}$, which must vanish. A half-turn about $x$ removes $D_{xy}$ likewise, and the same argument applies to the transposed components. The threefold axis makes the diagonal elements equal, so $D_{ij}(0)=D_0\delta_{ij}$.

\section{First derivation: elimination of components}

Write $\delta D_{ij}=\sum_{kl}\Lambda_{ijkl}\sigma_{kl}$. Since $\sigma$ is symmetric, we may take $\Lambda_{ijkl}=\Lambda_{ijlk}$. Symmetry of $D$ is not assumed. There are then $9\times6=54$ numbers. Inserting the linear form in Eq.~\eqref{covariance} gives
\begin{equation}
\Lambda_{ijkl}=\sum_{abcd}R_{ia}R_{jb}R_{kc}R_{ld}\Lambda_{abcd}.
\label{invariance}
\end{equation}

\textit{Twofold axes.} Let $n_x,n_y,n_z$ count how often each letter occurs among the four indices. A half-turn about $z$ multiplies a component by $(-1)^{n_x+n_y}$, and a half-turn about $x$ multiplies it by $(-1)^{n_y+n_z}$. A nonzero component needs both factors to be $+1$, so the three counts have the same parity. Three odd counts would add to an odd number, but the total is four. All counts are therefore even. The survivors are
\[
\Lambda_{iiii}\ (3),\qquad \Lambda_{iijj}\ (6),\qquad
\Lambda_{ijij}=\Lambda_{ijji}\ (6),\qquad i\ne j,
\]
which makes 15 numbers.

\textit{Threefold axis.} The rotation about $[111]$ permutes $x\to y\to z\to x$. It collects the 15 numbers into five groups of three:
\begin{align*}
\Lambda_{xxxx}&=\Lambda_{yyyy}=\Lambda_{zzzz},\\
\Lambda_{xxyy}&=\Lambda_{yyzz}=\Lambda_{zzxx},\\
\Lambda_{xxzz}&=\Lambda_{yyxx}=\Lambda_{zzyy},\\
\Lambda_{xyxy}&=\Lambda_{yzyz}=\Lambda_{zxzx},\\
\Lambda_{yxyx}&=\Lambda_{zyzy}=\Lambda_{xzxz}.
\end{align*}

\textit{Diagonal mirror.} The reflection that exchanges $x$ and $y$ gives $\Lambda_{xxyy}=\Lambda_{yyxx}$, which joins the second group to the third. It also gives $\Lambda_{xyxy}=\Lambda_{yxyx}$, which joins the last two. Three numbers remain:
\[
\Lambda_{11}=\Lambda_{xxxx},\qquad
\Lambda_{12}=\Lambda_{xxyy},\qquad
\Lambda_{44}=2\Lambda_{xyxy}.
\]
The factor two arises because the sum over $k,l$ contains both $\sigma_{xy}$ and $\sigma_{yx}$:
\[
\delta D_{xy}=\Lambda_{xyxy}\sigma_{xy}+\Lambda_{xyyx}\sigma_{yx}
=2\Lambda_{xyxy}\sigma_{xy}.
\]
This is Eq.~\eqref{result}. The equality $\Lambda_{xyxy}=\Lambda_{yxyx}$ also makes $\delta D$ symmetric.

So far three is an upper limit, since another operation might remove more. To exclude this, let $\operatorname{diag}\sigma$ denote $\sigma$ with its off-diagonal elements deleted, and write Eq.~\eqref{result} as
\begin{equation}
\delta D=\Lambda_{12}(\operatorname{tr}\sigma)\,1
+(\Lambda_{11}-\Lambda_{12})\operatorname{diag}\sigma
+\Lambda_{44}(\sigma-\operatorname{diag}\sigma).
\label{matrixform}
\end{equation}
Every operation of $m\bar3m$ permutes the axes and possibly reverses some of them. A diagonal element $\sigma_{ii}$ acquires the square of a sign, so diagonal elements are merely permuted, and off-diagonal elements remain off-diagonal. Hence $\operatorname{diag}(R\sigma R^T)=R(\operatorname{diag}\sigma)R^T$, and each term of Eq.~\eqref{matrixform} satisfies Eq.~\eqref{covariance} separately. A stress $\sigma_{xx}$ alone reveals $\Lambda_{11}$ in $\delta D_{xx}$ and $\Lambda_{12}$ in $\delta D_{yy}$, and a shear $\sigma_{xy}$ reveals $\Lambda_{44}$, so the terms are linearly independent. The number is three.

\section{Second derivation: group average and invariant subspaces}

Regard the response as a linear map $L$ from the six-dimensional space of stresses to the nine-dimensional space of tensors $D$. Let $S(R)$ and $Q(R)$ be the matrices by which $R$ acts on these two spaces. The allowed maps satisfy $Q(R)LS(R)^{-1}=L$ for every $R$. Consider the average over the group $G$, which has $|G|$ elements,
\[
\mathcal P(L)=\frac1{|G|}\sum_{R\in G}Q(R)\,L\,S(R)^{-1}.
\]
Acting on $\mathcal P(L)$ with a further group element only reorders the sum, so $\mathcal P(L)$ is an allowed map. An allowed map is left unchanged by $\mathcal P$. Thus $\mathcal P$ is a projector onto the allowed maps, and its trace is their number $N$. The trace of $L\mapsto QLS^{-1}$ is $\operatorname{tr}Q\,\operatorname{tr}S^{-1}$, and $\operatorname{tr}S^{-1}=\operatorname{tr}S$ because $S$ is real and orthogonal in an orthonormal basis. Therefore
\begin{equation}
N=\frac1{|G|}\sum_{R\in G}\chi_D(R)\chi_\sigma(R),
\label{characters}
\end{equation}
with
\[
\chi_D=(\operatorname{tr}R)^2,\qquad
\chi_\sigma=\tfrac12\left[(\operatorname{tr}R)^2+\operatorname{tr}R^2\right].
\]
The second expression is the trace of $R\otimes R$ restricted to symmetric tensors.

Inversion leaves second-rank tensors unchanged, so the 24 proper rotations suffice. A rotation by $\theta$ has $\operatorname{tr}R=1+2\cos\theta$, and $R^2$ is a rotation by $2\theta$. This gives
\[
\begin{array}{lccccc}
 & 1 & 8C_3 & 3C_2 & 6C_4 & 6C_2'\\
\operatorname{tr}R & 3&0&-1&1&-1\\
\operatorname{tr}R^2 & 3&0&3&-1&3\\
\chi_D & 9&0&1&1&1\\
\chi_\sigma & 6&0&2&0&2
\end{array}
\]
where $C_2$ denotes half-turns about cube axes and $C_2'$ half-turns about face diagonals. Hence
\[
N=\frac{9\cdot6+3(1\cdot2)+6(1\cdot0)+6(1\cdot2)}{24}
=\frac{72}{24}=3.
\]

Three independent allowed maps are easily named. Split the stress into
\[
\sigma^{A}=\tfrac13(\operatorname{tr}\sigma)1,\qquad
\sigma^{E}=\operatorname{diag}\sigma-\sigma^{A},\qquad
\sigma^{T}=\sigma-\operatorname{diag}\sigma .
\]
Signed permutations of the axes keep each part within its own kind, so each projection is an allowed map. As $N=3$, these maps form a complete basis:
\begin{equation}
\delta D=\lambda_A\sigma^A+\lambda_E\sigma^E+\lambda_T\sigma^T.
\label{modes}
\end{equation}
Comparison with Eq.~\eqref{matrixform} for a hydrostatic stress, a traceless diagonal stress and a shear gives
\[
\lambda_A=\Lambda_{11}+2\Lambda_{12},\qquad
\lambda_E=\Lambda_{11}-\Lambda_{12},\qquad
\lambda_T=\Lambda_{44}.
\]
These describe the response to a pressure-like load, to unequal tension along the cube axes, and to shear of the cube axes. An isotropic response would require $\lambda_E=\lambda_T$, which cubic symmetry does not impose.

The same formula shows which cubic classes differ. Classes $23$ and $m\bar3$ contain only the rotations $1$, $8C_3$ and $3C_2$, so
\[
N=\frac{54+6}{12}=5 .
\]
If $D$ is required to be symmetric, $\chi_D$ is replaced by $\chi_\sigma$ and $N=(36+12)/12=4$. The classes $432$, $\bar43m$ and $m\bar3m$ share the table above and have three.

\section{What each derivation assumes}

Both derivations assume Eq.~\eqref{covariance}, a linear response and a symmetric stress. Neither assumes that $D$ is symmetric or that $\Lambda_{ijkl}=\Lambda_{klij}$; for $m\bar3m$ both properties follow.

They differ in what they need to know about the group. Elimination uses two half-turns, one threefold rotation and one mirror. It shows which operation enforces which equality, but it gives an upper limit until the surviving form has been checked against the whole group. The group average needs all the classes and an invariant average over the group, which here is a finite sum. It gives the number directly, without following components, but the form of the law must then be supplied by finding invariant maps. The diagonal mirror, decisive in the first argument, appears in the second through the classes $6C_4$ and $6C_2'$, since this mirror is inversion times a half-turn of the class $6C_2'$, and that half-turn followed by a half-turn about $x$ is a quarter-turn about $z$.

\section{Can a mechanism realize all three?}

Symmetry alone does not show that a diffusion mechanism can produce three unrelated values. A hopping model settles this. Let a dopant hop between like sites of one sublattice, along the twelve $\langle110\rangle$ vectors of length $d=a/\sqrt2$, where $a$ is the lattice constant. Take the rate
\[
\Gamma=\Gamma_0\exp(\beta\,\sigma\!:\!V),\qquad \beta=1/k_BT,
\]
where $V$ is the activation-volume tensor, saddle point minus site, and $\sigma\!:\!V=\sum_{ij}\sigma_{ij}V_{ij}$.

For the hop from $(0,0,0)$ to $\frac a2(1,1,0)$, the atom at $\frac a4(1,1,1)$ neighbours both ends. Two mirrors preserve this arrangement: one contains the hop and the $z$ axis, the other bisects the hop at right angles. Thus $V$ is diagonal, with $v_1$ along the hop, $v_2$ along $z$ and $v_3$ along $[1\bar10]$. In cube axes,
\[
V_{xx}=V_{yy}=\frac{v_1+v_3}{2},\quad
V_{xy}=\frac{v_1-v_3}{2},\quad V_{zz}=v_2.
\]

A hop and its reverse have equal rates, and every site offers the same hops, so successive steps are uncorrelated. Then $D_{ij}=\frac12\sum\Gamma r_ir_j$ over twelve hops, or $\sum\Gamma r_ir_j$ over six lines. Four lines have $r_x^2=d^2/2$, so $D_0=2\Gamma_0d^2$.

Under $\sigma_{xx}$, these four lines all have $\sigma\!:\!V=\sigma_{xx}(v_1+v_3)/2$, while the two lines in the $yz$ plane have $\sigma_{xx}v_2$. For $D_{yy}$, two lines of each kind contribute. Under $\sigma_{xy}$, the two lines in the $xy$ plane have $\sigma\!:\!V=\pm(v_1-v_3)\sigma_{xy}$ and $r_xr_y=\pm d^2/2$, with matching signs. Therefore
\begin{equation}
\begin{aligned}
\Lambda_{11}/D_0&=\beta(v_1+v_3)/2,\\
\Lambda_{12}/D_0&=\beta(v_1+v_3+2v_2)/4,\\
\Lambda_{44}/D_0&=\beta(v_1-v_3)/2.
\end{aligned}
\label{hopping}
\end{equation}
With $\ell=\Lambda/D_0$, the inverse is $v_1=(\ell_{11}+\ell_{44})/\beta$, $v_2=(2\ell_{12}-\ell_{11})/\beta$, $v_3=(\ell_{11}-\ell_{44})/\beta$. Any three coefficients can be reached.

A particular mechanism may still add a relation of its own. For hops along $\langle111\rangle$ between tetrahedral interstitial sites, the saddle has a threefold axis and two volumes, $p$ along the hop and $t$ across it. A tension along a cube axis meets all four hop directions at the same angle, so it changes all rates equally and $\Lambda_{11}=\Lambda_{12}=D_0\beta(p+2t)/3$. This equality belongs to the mechanism, not to the crystal class.

\section{Worked example}

Take $T=1200$ K, $D_0=2\times10^{-15}$ cm$^2$/s and chosen volumes $v_1=8$, $v_2=-4$, $v_3=2$ \AA$^3$. Since 1 GPa\,\AA$^3$ is $0.006242$ eV and $k_BT=0.10341$ eV, $\beta=0.06036$ (GPa\,\AA$^3$)$^{-1}$. Equation~\eqref{hopping} gives
\begin{align*}
\ell_{11}&=0.06036\times5=0.302\ \text{GPa}^{-1},\\
\ell_{12}&=0.06036\times0.5=0.030\ \text{GPa}^{-1},\\
\ell_{44}&=0.06036\times3=0.181\ \text{GPa}^{-1}.
\end{align*}

A tension $s$ along $[110]$ has $\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=s/2$. Projecting $\delta D$ on the three principal directions gives
\begin{align*}
\delta D_{[110]}&=\tfrac s2(\Lambda_{11}+\Lambda_{12}+\Lambda_{44}),\\
\delta D_{[1\bar10]}&=\tfrac s2(\Lambda_{11}+\Lambda_{12}-\Lambda_{44}),\\
\delta D_{[001]}&=s\Lambda_{12}.
\end{align*}
The last line gives $\Lambda_{12}$, the difference of the first two gives $\Lambda_{44}$, and their sum then gives $\Lambda_{11}$. One load thus determines the whole law if diffusion is measured in all three directions. An equal biaxial stress in a $(001)$ film cannot do this, because it contains no shear of the cube axes and leaves $\Lambda_{44}$ unseen.

For $s=0.5$ GPa the linear changes are $12.8\%$, $3.8\%$ and $1.5\%$ of $D_0$. After one hour the lengths $\sqrt{2Dt}$ are 40.3, 38.7 and 38.2 nm, against 37.9 nm without stress. An isotropic law with the same $\Lambda_{11}$ and $\Lambda_{12}$ would predict $\Lambda_{11}s/D_0=15.1\%$ along the load.

The full exponential rates give $14.4\%$ along $[110]$ instead of $12.8\%$. The hop parallel to the load supplies half of $D_0$ in that direction and has exponent $\beta v_1s=0.241$. Its quadratic term adds about $\frac12\times\frac12(0.241)^2=1.5\%$, which accounts for most of the difference.

\section{Real silicon and the limits of the law}

The chosen $D_0$ is of the rough size found for boron or phosphorus near this temperature. The activation volumes are model values, and real dopants move with the help of point defects, so the percentages are not predictions for a named dopant. A stress of 0.5 GPa is plausible in a thin strained transistor layer, but a hot bulk wafer yields at a far lower stress. A film keeps such a strain through a long anneal only below its critical thickness. For a strain near $0.3\%$ the equilibrium estimate is roughly 45 nm, comparable with the diffusion lengths of the example. With a rough yield stress of 0.02 GPa, the model change along $[110]$ is $0.5\%$.

Elastic strain also changes the hop length. With a rough Young modulus of 170 GPa, the strain is $0.29\%$ and $D$ along the load changes by about $0.59\%$. This effect obeys the same symmetry and only shifts the three coefficients. In extrinsic material, stress also alters the intrinsic carrier density $n_i$: a uniform gap reduction of 0.02 eV, assumed here only for scale, would raise it by $10\%$. A diffusivity proportional to $p/n_i$, at fixed hole density $p$, would fall by a comparable fraction. The uniform shift under the load of the example is much smaller and of opposite sign. With a rough pressure coefficient of $-0.015$ eV/GPa, the mean tension $s/3=0.17$ GPa widens the gap by about 0.0025 eV and lowers $n_i$ by about $1\%$. To first order a scalar such as $n_i$ can respond only to $\operatorname{tr}\sigma$, so this too fits Eq.~\eqref{result}. A uniaxial stress also splits the band edges. This lowers the smallest gap but, while the splitting is small compared with $k_BT$, leaves $n_i$ unchanged to first order. The change in the smallest gap is therefore not a measure of the change in $n_i$.

A surface can violate the premise. Suppose that vacancies control diffusion and equilibrate at a surface with normal $\mathbf n$. Forming a vacancy adds an atomic volume $\Omega$ to the crystal at that surface, and the normal stress does work $\Omega\sigma_{nn}$. To first order this work changes the vacancy concentration, and with it $D$, by the fraction $\beta\Omega\sigma_{nn}$; for interstitials the sign is reversed. Relaxation of the lattice around the defect adds a further term proportional to $\operatorname{tr}\sigma$, which fits Eq.~\eqref{result}. With $\Omega=20$ \AA$^3$ and 0.5 GPa normal to the surface, the surface term is $60\%$ to first order, larger than every hopping effect above. An exponent of 0.60 is no longer small: the full factor $\exp(\beta\Omega\sigma_{nn})$ gives $83\%$. It vanishes for the $[110]$ load of the example if the surface is a free $(001)$ face.

Because of this term, the whole response depends on $\mathbf n$ as well as on the cube axes. The atoms of a single flat, unreconstructed $(001)$ terrace keep only the half-turn about the normal and two mirrors, but the surface term above depends on the surface only through $\mathbf n$. The relevant operations are then those of $m\bar3m$ that leave $\mathbf n$ fixed: the rotations about the normal and four mirrors that contain it. Each mirror is inversion times a half-turn, and inversion leaves second-rank tensors unchanged. For the count, the operations therefore act as the identity, two quarter-turns and five half-turns, with $\chi_\sigma=6,0,2$. Symmetry then allows a symmetric $D$ up to $(36+5\cdot4)/8=7$ coefficients. The surface term above uses only one beyond the three of Eq.~\eqref{result}: it adds $\beta\Omega D_0\sigma_{zz}$ to each diagonal element of $D$. The three-coefficient law is recovered when defect concentrations are held fixed in the comparison, or when the surface contribution is separated from the bulk response. The numerical output lists the symmetry counts and the values of the worked example.

\section*{Computed results}
\begin{verbatim}
Operations in point group / at atom site: 48 / 24
Coefficients, twofold axes only: 15
Coefficients, threefold axis added: 5
Same, D assumed symmetric: 4
Class m-3, general D / symmetric D: 5 / 4
Silicon class m-3m, general D: 3
Silicon, count by characters: 3
With a (001) surface direction, symmetric D: 7
Saddle volumes allowed, <110> / <111> hop: 3 / 2
Temperature: 1200 K;  kT: 0.10341 eV
Lattice constant: 0.543 nm;  <110> hop: 0.3840 nm
Stress-free D0: 2.00e-15 cm2/s
Rate per <110> hop: 0.6783 1/s
Volumes v1, v2, v3: 8.0, -4.0, 2.0 A^3
1 GPa A^3: 0.006242 eV;  beta: 0.06036 1/(GPa A^3)
L11/D0 formula: 0.30179, numerical: 0.30179 1/GPa
L12/D0 formula: 0.03018, numerical: 0.03018 1/GPa
L44/D0 formula: 0.18107, numerical: 0.18107 1/GPa
(L11-L12)/D0: 0.27161 1/GPa
(L11+2 L12)/D0: 0.36215 1/GPa
Determinant, volumes to coefficients/beta: -0.2500
<111> model volumes along, across: 6.0, -3.0 A^3
<111> model L11, L12, L44 over D0: 0.00000, 0.00000, 0.36215 1/GPa
Correlation loss, stress doubled: factor 3.990
Mixed model, largest prediction error: 1.0e-07 1/GPa
Stress along [110]: 0.50 GPa
D change along [110]: linear 12.83 %, full 14.41 %
  linear D: 2.2565e-15 cm2/s; length 40.31 nm
D change along [1-10]: linear 3.77 %, full 3.87 %
  linear D: 2.0754e-15 cm2/s; length 38.66 nm
D change along [001]: linear 1.51 %, full 1.52 %
  linear D: 2.0302e-15 cm2/s; length 38.23 nm
Diffusion time: 1.0 h;  stress-free length: 37.95 nm
Isotropic-law guess along [110]: 15.09 %
Rough Young modulus: 170 GPa;  strain: 0.29 %
D change from hop length along [110]: 0.59 %
Atomic volume: 20.01 A^3
Surface term, 0.5 GPa on the face: 60.4 % (linear size)
Assumed gap shift: 0.02 eV; n_i change: 10.2 %
Rough hot bulk yield stress: 0.02 GPa
D change along [110] at that stress: 0.51 %
\end{verbatim}
